# Ferroelectric switching in two dimensions with constant nucleation and overlapping domains

## A film covered 1.31 times, yet 27% unswitched

Consider a ferroelectric film on which reversed domains nucleate at the rate $J=10^{-4}$ per µm² per µs and spread as discs with wall speed $v=10$ nm/µs. Let nuclei fall everywhere at this rate for 500 µs, and give each disc the full area it would have if alone. The areas add up to 1.31 times the area of the film. Nevertheless, 27% of the film is unswitched. The discs overlap, and the overlap must be counted without following each collision. The result is

$$
q(t)=\exp\left(-\frac{\pi Jv^2t^3}{3}\right),
$$

where $q$ is the expected unswitched fraction of the area.

## The model

The film is uniform and much larger than a domain. At $t=0$ all of it has one polarization direction, and a constant field that favours the opposite direction is switched on.

1. In unswitched area, nuclei appear independently of one another. The probability of a birth in area $dA$ during $ds$ is $J\,dA\,ds$.
2. A nucleus has negligible initial radius and extends through the film at once, so the problem is two-dimensional.
3. Its wall moves outward at speed $v$, the same in all directions and at all times, until it meets another domain. Switched area stays switched.

The kinetics contain no electromagnetic quantity, so the choice of electrical units does not enter the derivation.

## Step 1: when does a point switch?

Let nucleus $i$ be born at position $\mathbf x_i$ and time $t_i$. Alone, it would reach the point $\mathbf x$ at

$$
T_i(\mathbf x)=t_i+\frac{|\mathbf x-\mathbf x_i|}{v}.
$$

With many nuclei, $\mathbf x$ switches at the smallest $T_i(\mathbf x)$. One might worry that the winning domain $i$ is blocked on its way by another domain $j$. Suppose $j$ reaches a point $\mathbf y$ on the straight line from $\mathbf x_i$ to $\mathbf x$ before $i$ does, so that $T_j(\mathbf y)<T_i(\mathbf y)$. Then

$$
T_j(\mathbf x)\le T_j(\mathbf y)+\frac{|\mathbf x-\mathbf y|}{v}
<T_i(\mathbf y)+\frac{|\mathbf x-\mathbf y|}{v}=T_i(\mathbf x).
$$

The first relation is the triangle inequality; the last holds because $\mathbf y$ lies on the line. Domain $j$ would then win, contrary to the assumption. The switched region is therefore the union of the free discs.

## Step 2: phantom nuclei

Real nuclei appear only in unswitched area, so their births depend on earlier births. This dependence can be removed. Let nucleation continue at rate $J$ in switched area too, and call the additional nuclei phantoms.

A phantom born at $(\mathbf x_p,t_p)$ lies inside the domain of some real nucleus $i$, which means

$$
t_i+\frac{|\mathbf x_p-\mathbf x_i|}{v}\le t_p .
$$

For any point $\mathbf x$ it follows that

$$
T_i(\mathbf x)\le t_i+\frac{|\mathbf x_p-\mathbf x_i|}{v}+\frac{|\mathbf x-\mathbf x_p|}{v}
\le t_p+\frac{|\mathbf x-\mathbf x_p|}{v}=T_p(\mathbf x).
$$

The phantom's disc never leaves the free disc of nucleus $i$, the disc that this domain would fill if alone. Adding phantoms changes no switching time, and all candidates, real and phantom, now form a Poisson process of uniform rate $J$.

The argument needs a wall speed that does not depend on the age of the domain. If growth slows with age, a young phantom can overtake the old wall around it, and phantoms may no longer be added freely. A speed $v(t)$ that varies with time but is common to all walls does no harm: replace $v(t-s)$ by $\int_s^t v(t')\,dt'$ and the same inequalities hold.

## Step 3: the expected number of covering discs

Fix a point $\mathbf x$ and a time $t$. A candidate born at time $s$ has covered $\mathbf x$ by time $t$ if it was born within the distance $v(t-s)$. The dangerous area is $\pi v^2(t-s)^2$. In space and time these births fill a cone with its tip at $(\mathbf x,t)$. The expected number in the cone is

$$
K(t)=J\int_0^t\pi v^2(t-s)^2\,ds .
$$

With $a=t-s$, $ds=-da$, and the limits $s=0,t$ become $a=t,0$. The minus sign reverses the limits:

$$
K(t)=\pi Jv^2\int_0^t a^2\,da=\frac{\pi Jv^2t^3}{3}.
$$

Two powers of time come from the area of a disc and one from the accumulation of nuclei.

## Step 4: the probability that the cone is empty

Divide the cone into small cells of size $\Delta A\,\Delta s$. Births in different cells are independent, so the probability that all are empty is the product of the factors $1-J\Delta A\,\Delta s$. Its logarithm is

$$
\sum\ln(1-J\Delta A\,\Delta s)
=-\sum J\Delta A\,\Delta s+O\left(\sum(J\Delta A\,\Delta s)^2\right).
$$

As the cells shrink, the first sum tends to $K$ and the second to zero. Hence $q=e^{-K}$, the stated law. Because the film is uniform, the probability for one point equals the expected area fraction.

## What the overlap does

The number $N$ of candidate discs over a point is Poisson distributed,

$$
P(N=n)=\frac{K^n e^{-K}}{n!}.
$$

The mean $K$ counts an area covered three times as three areas. The switched fraction $1-P(0)=1-e^{-K}$ counts it once. For small $K$,

$$
q=1-K+\frac{K^2}{2}-\dots
$$

The term $-K$ ignores overlap, and $K^2/2$ restores what was subtracted twice. At 200 µs, $K=0.0838$: the first two terms give 0.9162 and the full law 0.9196. At 500 µs, $1-K=-0.31$, which is meaningless as a fraction, while $e^{-K}=0.270$.

Differentiation gives a second reading. With $X=1-q$,

$$
\frac{dX}{dt}=(1-X)\frac{dK}{dt}=q\,\pi Jv^2t^2 .
$$

New nuclei have no area at birth, so $dX/dt$ is also $v$ times the length $S$ of moving wall per unit area. Thus $S=q\,\pi Jvt^2$. Without overlap the total circumference per unit area would be $J\int_0^t2\pi v(t-s)\,ds=\pi Jvt^2$. This total includes the phantom discs, which are never exposed. On average the fraction $q$ of it borders unswitched material; for the real domains alone the exposed share is somewhat larger.

## Time scale, current and number of nuclei

Define $\tau$ by $K(\tau)=1$:

$$
\tau=\left(\frac{3}{\pi Jv^2}\right)^{1/3},\qquad q=e^{-(t/\tau)^3}.
$$

Setting $q=1/2$ gives $(t/\tau)^3=\ln2$, so $t_{1/2}=\tau(\ln2)^{1/3}$. Doubling $v$ at fixed $J$ multiplies all times by $2^{-2/3}=0.63$; doubling $J$ at fixed $v$ multiplies them by $2^{-1/3}=0.79$.

Reversal changes the polarization from $-P$ to $+P$, so an electrode of area $A$ receives the charge $2PA$. The switching current is

$$
I=2PA\left(-\frac{dq}{dt}\right)=2PA\,\frac{3t^2}{\tau^3}e^{-(t/\tau)^3}.
$$

At its maximum the logarithmic derivative vanishes: $2/t-3t^2/\tau^3=0$, hence $t_{\rm peak}=(2/3)^{1/3}\tau$. The current first rises because the walls lengthen, then falls because they meet.

Real nuclei are born at the mean rate $Jq$ per unit area. Their final density is

$$
n_\infty=J\int_0^\infty e^{-(t/\tau)^3}dt .
$$

Put $u=(t/\tau)^3$, so that $dt=(\tau/3)u^{-2/3}du$. The integral is $(\tau/3)\Gamma(1/3)=\tau\,\Gamma(4/3)$, and

$$
n_\infty=J\tau\,\Gamma(4/3)=\Gamma(4/3)\left(\frac3\pi\right)^{1/3}\left(\frac Jv\right)^{2/3}.
$$

The curve $q(t)$ determines only the product $Jv^2$. Within this model, a count of the nuclei supplies $J/v$, and the two together separate $J$ from $v$. Domains of the same polarization leave no boundary when they merge, so the nuclei must be counted by imaging during switching, not in the final state.

## Example: a lithium niobate film

Take a z-cut film 600 nm thick under a square electrode of side 100 µm. The field is 0.40 MV/cm, which requires 24 V, and $P=75$ µC/cm². With the $J$ and $v$ given at the start,

$$
Jv^2=10^{-4}\times(0.010)^2=10^{-8}\ \text{µs}^{-3},\qquad
\tau=\left(\frac{3}{\pi\times10^{-8}}\right)^{1/3}\text{µs}=457\ \text{µs}.
$$

This is 0.457 ms. Half the film has switched after 405 µs, when a free disc born at $t=0$ has a radius of 4.05 µm. The switched fraction goes from 10% at 216 µs to 90% at 604 µs.

The switched charge is $2\times75\times10^{-4}$ µC $=15$ nC. The current peaks at 399 µs with 38.6 µA. The final density is $0.0408$ nuclei per µm², or about 408 under the electrode if its edges are neglected.

A Monte Carlo simulation tested the law without using the phantom argument. Nuclei were admitted only in unswitched area of a periodic 100 µm square, in 60 runs with 1000 random probe points each.

| $t$ (µs) | $e^{-K}$ | simulation |
|---|---|---|
| 200 | 0.9196 | 0.9184 ± 0.0017 |
| 300 | 0.7537 | 0.7533 ± 0.0031 |
| 400 | 0.5116 | 0.5147 ± 0.0038 |
| 500 | 0.2701 | 0.2719 ± 0.0035 |
| 600 | 0.1041 | 0.1039 ± 0.0025 |

The uncertainties are standard errors of the mean. The simulated values quoted below for seeds, hexagons and the electrode edge keep the phantoms, so they test the geometry, not the phantom argument. Adding the phantoms moved no arrival time. When the radius was instead made to grow as the square root of age, phantoms advanced the arrival at one probe point by 403.5 µs. That is the largest shift found, not a typical one. It shows that phantoms are no longer harmless at every point, but it does not measure the error in the average unswitched fraction, which can be small.

One electrode does not follow the mean exactly. At 400 µs the scatter between runs is $0.0038\sqrt{60}\approx0.029$. Removing the sampling variance of 1000 points, $0.25/1000$, leaves about 0.025 as the fluctuation of the unswitched fraction from one such square to another.

## A second case: seeds present at the start

Suppose defects supply seeds of density $n_0$ that all start growing at $t=0$. The expected number within the distance $vt$ of a point is $n_0\pi v^2t^2$. If the seeds are randomly placed and independent of later births, the exponents add:

$$
q=\exp\left(-\pi n_0v^2t^2-\frac{\pi Jv^2t^3}{3}\right).
$$

For $J\to0$ the power of time is 2. The two terms are equal at $t=3n_0/J$; seeds dominate before that time and continuous nucleation after it. In the example $n_0=J\tau/3=0.0152$ per µm² makes them equal at $\tau$. The unswitched fraction there falls from $e^{-1}=0.368$ to $e^{-2}=0.135$; the simulation with seeds gave $0.136\pm0.002$.

## Corrections from geometry

**Hexagonal domains.** A hexagon whose sides are at distance $r$ from its centre has side $2r/\sqrt3$ and area $6\times\frac12 r(2r/\sqrt3)=2\sqrt3\,r^2$. If all hexagons have the same orientation, the triangle inequality holds for the corresponding measure of distance, and $\pi$ in $K$ becomes $2\sqrt3$. At the time when circles leave 0.500 unswitched, hexagons leave 0.466. The simulation gave $0.467\pm0.004$.

**Electrode edge.** No domains enter from outside. At distance $h$ from a straight edge, the part of the cone lost beyond the edge would have held

$$
M(h)=\frac Jv\int_h^{vt}\left[r^2\arccos\frac hr-h\sqrt{r^2-h^2}\right]dr
$$

candidates; the bracket is the area of a disc of radius $r$ beyond the edge. The local fraction is $qe^{M}$. Averaged over a square of side $L$, with corners neglected, the excess is $(4/L)\int_0^{vt}q(e^M-1)\,dh$. At half switching this is 0.010, as in the simulation ($0.0100\pm0.0005$). This counts only the missing neighbours and takes the field as uniform up to the edge. At a real electrode edge the fringing field is stronger. If nucleation rises steeply with field, extra nuclei there can outweigh this correction and reverse its sign.

**Nucleus size and film crossing.** An initial radius $r_0$ replaces $v(t-s)$ by $r_0+v(t-s)$, so $K=\pi J[(r_0+vt)^3-r_0^3]/(3v)$. For an assumed $r_0=5$ nm the fraction at half switching becomes 0.4987. This slightly overstates the effect, because a phantom of finite size may protrude from its host domain. If the nucleus crosses the film at ten times the wall speed, an assumed ratio, switching is delayed by about $600/100=6$ µs.

## Corrections from field and temperature

**Uneven field.** Assume that $J$ and $v$ are both proportional to $e^{-E_a/E}$, with $E_a=4$ MV/cm. Then $Jv^2\propto e^{-3E_a/E}$ and $\tau\propto e^{E_a/E}$, so a small relative change of field changes $\tau$ by $-E_a/E=-10$ times as much. Let the field vary between patches much larger than the domains, so that growth across patch boundaries can be neglected, with a standard deviation of 3%. Each patch follows the cubic law, but the average does not: its local exponent $d\ln(-\ln q)/d\ln t$ at half switching is 2.37 instead of 3. The ratio of the times for 90% and 10% switching rises from 2.80 to 3.64. These numbers average over many patches. A 100 µm electrode holds only a few patches larger than the domains, so its exponent scatters about this value. An exponent below 3 is therefore no proof of pre-existing seeds.

**Temperature.** If $J$ and $v$ share an activation energy of 0.5 eV, then $\tau\propto e^{0.5\,{\rm eV}/k_BT}$. Between 300 K and 310 K, at fixed field, all times shrink by the factor 0.536, and $\tau$ falls from 457 to 245 µs.

**Self-heating.** The field does the work $2PE=60$ J/cm³, or $Q=3.6\times10^{-3}$ J/cm² of film. Let this heat enter a thick substrate evenly during $\tau$. Heat $(Q/\tau)ds$ released a time $s$ earlier now contributes $(Q/\tau)ds/(C\sqrt{\pi Ds})$ to the surface temperature. Integration from 0 to $\tau$ gives

$$
\Delta T=\frac{2Q}{C\sqrt{\pi D\tau}}=0.63\ \text{K}
$$

for rough values $C=3$ J/(cm³ K) and $D=0.01$ cm²/s. With the activation energy above, this alters the rates by about 4%. The estimate needs the substrate as a heat sink. In a suspended film heat diffuses only about $\sqrt{D\tau}=21$ µm sideways during $\tau$, and the rise can approach $2PE/C=20$ K, which would raise the rates about threefold.

**Imperfect screening.** Let the electrodes screen over a total effective length $\lambda$. In Gaussian units, the polarization produces fields $E_d$ in the film and $E_s$ in the screening layer that satisfy $\varepsilon E_d+4\pi P=E_s$ and $E_dd+E_s\lambda=0$. Eliminating $E_s$,

$$
E_d=-\frac{4\pi P}{\varepsilon+d/\lambda}.
$$

For $\varepsilon=30$ and an assumed $\lambda=0.01$ nm its size is 0.014 MV/cm. In unswitched material it points along the applied field and raises an activated rate by the factor 1.41. If this affects $J$ but not $v$, $\tau$ shortens by $1-1.41^{-1/3}\approx11\%$. If it raised $v$ by the same factor, $\tau$ would shorten by $1-1/1.41\approx29\%$. The result also depends strongly on the assumed $\lambda$: with 0.03 nm and only $J$ affected, the estimate gives 27%.

**Circuit and leakage.** A 50 Ω resistor drops 1.9 mV of the 24 V at peak current. The field is 0.4 of a breakdown field of 1 MV/cm assumed for a thin film; thick crystals break down at much lower fields, not far above their coercive field. For tunnelling through a triangular barrier of height $\phi$, the exponent is

$$
\frac2\hbar\int_0^{\phi/eE}\sqrt{2m(\phi-eEx)}\,dx=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eE},
$$

since $x=\phi u/(eE)$ leaves $\int_0^1\sqrt{1-u}\,du=2/3$. It is 171 for $\phi=1$ eV and the free electron mass, which makes this channel negligible for these values. The exponent is proportional to $\sqrt m\,\phi^{3/2}$, so a much lower barrier and a lighter carrier can make tunnelling important. Leakage through defects is not covered by the estimate.

## The model beside a real film

Lithium niobate films serve in radio-frequency acoustic filters, and switching matters when their domains are written. The polarization used here is a rough typical value, and the field is about twice the rough coercive field of bulk congruent crystals. The values of $J$ and $v$ are chosen: both depend so strongly on field, electrodes and defects that 457 µs is not a prediction for a particular film. Domains in z-cut material are often hexagonal, which is a small correction here. Uniform field, fixed temperature and the absence of seeds are the more delicate assumptions. For the assumed parameters, a 3% field spread between large patches lowers the exponent to 2.4, 10 K nearly halves the time, and 0.015 seeds per µm² reduce the unswitched fraction at $\tau$ from 37% to 14%. These are separate estimates and should not simply be added. The numerical output below lists the values used.

## Computed values

```
Nucleation rate J: 1.0e-04 per um2 per us
Wall speed v: 10.0 nm/us
Electrode side: 100 um; film: 600 nm
Field: 0.40 MV/cm; voltage: 24.0 V
Polarization: 75 uC/cm2
Time constant tau: 457.1 us = 0.4571 ms
Half-switching time: 404.5 us = 0.4045 ms
10% and 90% switched: 215.9 and 603.6 us
Free domain radius at half time: 4.045 um
Monte Carlo: 60 runs, 1000 probe points each
t (us): K, 1-K, exp(-K), Monte Carlo +- standard error
200: 0.0838, 0.9162, 0.9196, 0.9184 +- 0.0017
300: 0.2827, 0.7173, 0.7537, 0.7533 +- 0.0031
400: 0.6702, 0.3298, 0.5116, 0.5147 +- 0.0038
500: 1.3090, -0.3090, 0.2701, 0.2719 +- 0.0035
600: 2.2619, -1.2619, 0.1041, 0.1039 +- 0.0025
Largest arrival shift by phantoms: 0.0e+00 us
Same, growth slowing with age: 403.5 us
Mean cover at half time: 0.6931; MC 0.6927 +- 0.0073
Covered exactly once: 0.3466; MC 0.3449 +- 0.0032
Final nucleus density: 0.04082 per um2; MC 0.04102 +- 0.00018
Nuclei under electrode: 408
Switched charge: 15.00 nC
Peak current: 38.57 uA at 399.3 us
Neglected effects (unswitched fraction at half time is 0.5)
Hexagons: 0.4657; MC 0.4667 +- 0.0039
Edge excess: 0.00995; MC 0.01000 +- 0.00051
Nucleus radius 5 nm: fraction 0.4987
Seeds at t=0: 0.01524 per um2
Fraction at tau, without and with seeds: 0.3679, 0.1353
MC with seeds: 0.1356 +- 0.0024
Film crossing at 10 v: 6.0 us
Activation field: 4.0 MV/cm; field spread (std): 3%
Exponent at half switching with spread: 2.366
t90/t10 uniform, spread: 2.796, 3.638
Time factor 300 to 310 K, 0.5 eV: 0.536
Heat capacity: 3.0 J/(cm3 K); diffusivity: 0.01 cm2/s
Heat released: 60.0 J/cm3; rise: 0.633 K
Drop in 50 ohm: 1.929 mV
Permittivity: 30; screening: 0.01 nm
Depolarizing field: 0.0141 MV/cm
Activated-rate factor from that field: 1.406
Field / rough breakdown field (1.0 MV/cm): 0.40
Tunnelling exponent, 1.0 eV, free mass: 170.8
```
